# Two successive tetrahedron cuts for occupied-to-empty response integrals, part 1

(Sections cited here and not found follow in the second part.)

A zero-temperature response function of independent electrons contains integrals over $\mathbf k$ of $\theta(E_F-e_{\mathbf k})\,\theta(e_{\mathbf k+\mathbf q}-E_F)\,K(D)\,M$, where $D=e_{\mathbf k+\mathbf q}-e_{\mathbf k}$, $K$ is a kernel such as $1/D$, and $M$ is a matrix element. Divide the zone into tetrahedra and, inside one tetrahedron $T$, replace $f=e_{\mathbf k}-E_F$, $g=e_{\mathbf k+\mathbf q}-E_F$, $D=g-f$ and $M$ by the linear functions that match their four vertex values. Symmetry then fixes the form of the average over $T$.

The average is linear in $M$, so it equals $\sum_i w_iM_i$. An affine map carries any tetrahedron onto any other, keeps linear functions linear and multiplies all volumes by one factor, so $w_i$ depends on the eight numbers $f_i,g_i$ and not on the shape of $T$. Relabelling the vertices permutes the $w_i$. For $K=1$ the weights are unchanged by $f\to\alpha f$, $g\to\beta g$ with $\alpha,\beta>0$, so they depend on ratios alone. For $K=1/D$, and for $K=\delta(D-\omega)$ with $\omega$ scaled too, a common scaling by $\alpha$ divides them by $\alpha$. The natural coordinates are barycentric, $\lambda_i\ge0$ with $\sum_i\lambda_i=1$ and $f=\sum_i\lambda_if_i$, with volume measured as a fraction of $T$:
$$w_i=\langle\theta(-f)\,\theta(g)\,K(D)\,\lambda_i\rangle_T .$$
Neither $f$ nor $g$ is taken to vanish identically. The region $R=\{f<0,\ g>0\}$ is a convex polyhedron, and everything up to the mesh example is exact for the interpolants.

## What fails in the simple schemes

Take the round values $f=(-3,-2,-1,1)$ eV and $g=(1,-1,-2,1)$ eV, so that $D=(4,1,-1,0)$ eV. The correct results are a volume $0.322222$ for $R$ and $\sum_iw_i=0.291097$ eV$^{-1}$ for $K=1/D$.

Sampling at the vertices finds that vertex 1 alone has $f<0$ and $g>0$. It gives a volume $1/4$ and a kernel average $\tfrac14\cdot\tfrac14=0.0625$ eV$^{-1}$, about a fifth of the correct value.

Multiplying two single-step results treats the steps as independent. The volumes of $\{f<0\}$ and $\{g>0\}$ are $0.322222+0.636111=0.958333$ and $0.322222+0.038889=0.361111$. Their product $0.3461$ is 7% above the true volume, because the overlap of two half-spaces depends on their relative position.

Cutting once, at $f=0$, and treating $\theta(g)$ as part of a smooth integrand leaves the kernel to be integrated over $\{f<0\}$. There $D$ runs from $4$ to $-1$ eV and vanishes on a plane section, across which $1/D$ is not integrable. The true integrand does not meet that section. On the closure of $R$, $D=g+(-f)$ is a sum of two non-negative terms and vanishes only where $f=g=0$.

For the average over one tetrahedron, both steps are therefore imposed geometrically. (In the full zone integral of the static response with $M=1$ and $e_{-\mathbf k}=e_{\mathbf k}$, a single step with a principal value gives the same total, because $\mathbf k\to-\mathbf k-\mathbf q$ maps the region $f<0$, $g<0$ onto itself and reverses $D$; that cancellation is a property of the whole zone, not in general of one tetrahedron.) A table with one entry for each number of negative $f_i$ and each pattern of signs of $g$ at the vertices of the region $\{f<0\}$ would have 125 entries, as counted below. Affine invariance offers a shorter route: if $\{f<0\}$ is split into tetrahedra, each of them poses the one-step problem again, now for $g$.

## Barycentric matrices

Describe a sub-tetrahedron by the $4\times4$ matrix $A$ whose row $r$ holds the barycentric coordinates of its vertex $r$, so $A\ge0$ and each row sums to 1. A point with coordinates $\mu_r$ in the piece has $\lambda_i=\sum_r\mu_rA_{ri}$, that is $\lambda=A^{\mathsf T}\mu$. A linear function has the values $\sum_iA_{ri}f_i=(Af)_r$ at the new vertices. For the volume, let $X$ have rows $(1,\mathbf k_i)$, so that $\mathrm{vol}\,T=|\det X|/6$. Because the rows of $A$ sum to 1, $AX$ has the rows $(1,\mathbf k'_r)$ of the piece, and the volume fraction is $|\det A|$. A piece $A_2$ of a piece $A_1$ has $X''=A_2A_1X$, so matrices compose as $A=A_2A_1$ and volumes multiply.

If non-overlapping pieces fill $R$, both steps equal 1 on each, and $\langle K\lambda_i\rangle_{\rm piece}=\sum_rA_{ri}\langle K\mu_r\rangle_{\rm piece}$. Hence
$$w=\sum_{\rm pieces}|\det A|\;A^{\mathsf T}u(d),\qquad d=AD,\qquad u_j(d)=\langle K(\mu\cdot d)\,\mu_j\rangle .$$
Values go down with $A$ and weights come back with $A^{\mathsf T}$. For $K\ge0$ all $w_i\ge0$.

## One cut

Sort so that $f_1\le f_2\le f_3\le f_4$, and let $n$ be the number of negative values. On an edge with $f_i<0\le f_j$ the zero lies at $p_{ij}=(1-a_{ij})v_i+a_{ij}v_j$, where $(1-a_{ij})f_i+a_{ij}f_j=0$ gives $a_{ij}=f_i/(f_i-f_j)\in(0,1]$. The denominator cannot vanish, whatever degeneracies occur among values of the same sign.

For $n=0$ nothing is kept and for $n=4$ the piece is $T$. For $n=1$ the piece is $(v_1,p_{12},p_{13},p_{14})$, a triangular matrix with determinant $a_{12}a_{13}a_{14}$. For $n=2$ and $n=3$ the region is a prism with triangles $\mathsf a_1\mathsf a_2\mathsf a_3$, $\mathsf b_1\mathsf b_2\mathsf b_3$ and side edges $\mathsf a_i\mathsf b_i$. The list $(\mathsf a;\mathsf b)$ is $(v_1,p_{13},p_{14};v_2,p_{23},p_{24})$ for $n=2$ and $(v_1,v_2,v_3;p_{14},p_{24},p_{34})$ for $n=3$. The corner $\mathsf a_1$ has three edges, ending at $\mathsf a_2,\mathsf a_3,\mathsf b_1$, so the plane through those points removes the tetrahedron $\mathsf a_1\mathsf a_2\mathsf a_3\mathsf b_1$. What remains is a pyramid with apex $\mathsf b_1$ over the planar quadrilateral $\mathsf a_2\mathsf a_3\mathsf b_3\mathsf b_2$, and the diagonal $\mathsf a_3\mathsf b_2$ splits it into $\mathsf a_2\mathsf a_3\mathsf b_1\mathsf b_2$ and $\mathsf a_3\mathsf b_1\mathsf b_2\mathsf b_3$. The pieces are the three windows of four consecutive entries of the list.

A row equal to a vertex $v_i$ removes column $i$ from the determinant. For $n=3$ the first window leaves $a_{14}$. The second leaves rows $(1-a_{14},a_{14})$, $(0,a_{24})$ in columns 1, 4. The third leaves $(1-a_{14},0,a_{14})$, $(0,1-a_{24},a_{24})$, $(0,0,a_{34})$ in columns 1, 2, 4. All are triangular, with volumes
$$a_{14},\qquad(1-a_{14})a_{24},\qquad(1-a_{14})(1-a_{24})a_{34},$$
which telescope to $1-\prod_i(1-a_{i4})$, the whole minus the corner at $v_4$. For $n=2$ the first window leaves $\mathrm{diag}(a_{13},a_{14})$. The second leaves $(1-a_{13},a_{13},0)$, $(1-a_{14},0,a_{14})$, $(0,a_{23},0)$ in columns 1, 3, 4 and is expanded along its last row. The third leaves $(1-a_{14},0,a_{14})$, $(0,a_{23},0)$, $(0,0,a_{24})$. The volumes are
$$a_{13}a_{14},\qquad(1-a_{13})a_{14}a_{23},\qquad(1-a_{14})a_{23}a_{24}.$$
The second cut applies the same routine to $-A_1g$, since $g>0$ means $-g<0$.

## Kernels on an uncut piece

The averages $u_j$ follow from the Hermite–Genocchi formula. Define
$$I_n[x_0,\dots,x_n]=\int F^{(n)}\Big(\sum_k\mu_kx_k\Big)\,d^n\mu$$
over the standard simplex. Put $\mu_0=1-t_1$, $\mu_k=t_k-t_{k+1}$, $\mu_n=t_n$, with unit Jacobian and $1\ge t_1\ge\dots\ge t_n\ge0$, a domain of volume $1/n!$. The argument is $x_0+\sum_kt_k(x_k-x_{k-1})$. Integrating $t_n$ from $0$ to $t_{n-1}$ gives $F^{(n-1)}/(x_n-x_{n-1})$ at two limits; at the upper limit $x_n$ takes the place of $x_{n-1}$, at the lower $x_n$ is absent:
$$I_n=\frac{I_{n-1}[x_0,\dots,x_{n-2},x_n]-I_{n-1}[x_0,\dots,x_{n-2},x_{n-1}]}{x_n-x_{n-1}},\qquad I_0=F(x_0).$$
This is the recurrence of the divided difference $F[x_0,\dots,x_n]$, and the integral shows it to be symmetric in its nodes. For distinct nodes it is solved by $\sum_iF(x_i)/\prod_{j\ne i}(x_i-x_j)$. A node common to both terms receives $[(x_i-x_n)^{-1}-(x_i-x_{n-1})^{-1}]/(x_n-x_{n-1})=1/[(x_i-x_n)(x_i-x_{n-1})]$, and the two other nodes gain their missing factor directly. For $n+1$ equal nodes the integral gives $F^{(n)}/n!$, and a polynomial of degree below $n$ gives zero.

With $n=3$ an average is $6I_3$. Choose $F''''=K$. Then $\langle F'''(\mu\cdot d)\rangle=6F[d_1,\dots,d_4]$, and $\partial/\partial d_j$ of the left side is $u_j$. On the right, the difference quotient in $d_j$ is the recurrence for the five nodes $d_1,\dots,d_4,d_j+\epsilon$. Therefore
$$u_j=6\,F[d_1,d_2,d_3,d_4,d_j].$$
For $K=1$, $I_4=1/4!$ and $u_j=1/4$. For $K=1/D$, $\varphi=x^3\ln x$ has $\varphi'=3x^2\ln x+x^2$, $\varphi''=6x\ln x+5x$, $\varphi'''=6\ln x+11$, $\varphi''''=6/x$, so $u_j=\varphi[d_1,\dots,d_4,d_j]$. For $K=\delta(D-\omega)$, $6F=(x-\omega)_+^3$. The same formula gives the volume of one cut independently of the pieces: $F'''=\theta(-x)$ has $6F=-(-x)_+^3$, and reversing three signs in the denominator gives
$$\mathrm{vol}\{f<0\}=\sum_{i\le n}\frac{(-f_i)^3}{\prod_{j\ne i}(f_j-f_i)} .$$

The explicit sum is singular for equal nodes and loses digits for close ones, and equal nodes occur on regular meshes. For $\varphi$, first rescale by $s=\max d$. Since $\varphi(sy)=s^3\varphi(y)+s^3y^3\ln s$, the cubic drops out, and four divisions by $s$ give $u(d)=u(d/s)/s$. For nodes clustered about their midpoint $c$, expand $\varphi$ in $y=x-c$. The identity $[(1-ta)^{-1}-(1-tb)^{-1}]/(a-b)=t/[(1-ta)(1-tb)]$, used in the recurrence, gives $t^n/\prod_i(1-ty_i)$ as the divided difference of $(1-ty)^{-1}$. Comparing powers of $t$, $y^{n+k}$ has divided difference $h_k(y_0,\dots,y_n)$, the sum of all monomials of degree $k$. Thus
$$\varphi[x_0,\dots,x_n]=\sum_k\frac{\varphi^{(n+k)}(c)}{(n+k)!}\,h_k,\qquad\frac{\varphi^{(m)}(c)}{m!}=\frac{6(-1)^m\,c^{\,3-m}}{m(m-1)(m-2)(m-3)}\quad(m\ge4).$$
The program uses this series when the spread is at most $0.2c$, so that $|y|/c\le0.1$, and the recurrence on sorted nodes otherwise. The result is asserted to agree with 120-digit arithmetic to $10^{-9}$ relative on clustered, zero and random nodes.

For the delta kernel let $Q_{i,k}$ be the divided difference of $(x-\omega)_+^{k-1}$ on sorted nodes $x_i,\dots,x_{i+k}$. Write $x-\omega=(x_i-\omega)+(x-x_i)$. In the explicit sum the factor $x-x_i$ cancels node $i$, so $((x-\omega)G)[x_i..x_{i+k}]=(x_i-\omega)G[x_i..x_{i+k}]+G[x_{i+1}..x_{i+k}]$. With $G=(x-\omega)_+^{k-2}$, insert $G[x_i..x_{i+k}]=(Q_{i+1,k-1}-Q_{i,k-1})/(x_{i+k}-x_i)$ and collect terms:
$$Q_{i,k}=\frac{(\omega-x_i)Q_{i,k-1}+(x_{i+k}-\omega)Q_{i+1,k-1}}{x_{i+k}-x_i},$$
starting from $Q_{i,1}=1/(x_{i+1}-x_i)$ for $x_i\le\omega<x_{i+1}$ and zero otherwise. Where $x_{i+k}=x_i$ the quotient is $0/0$ and $Q_{i,k}$ is set to zero: on $k+1$ equal nodes away from $\omega$ the divided difference is the $k$-th derivative of a polynomial of degree below $k$, divided by $k!$. Each nonzero term is non-negative, so nothing cancels, and $u_j=Q_{0,4}$.

## When $1/D$ stays finite

On the closure of $R$, $D=0$ requires $f=g=0$. If the two planes cross, this set is a line, and three vertices on a line give zero volume, so a piece of nonzero volume has at most two zero $d$. The five nodes then contain at most three zeros, which need $\varphi,\varphi',\varphi''$ at $0$, and all three vanish. Distinct parallel planes give no zero at all, and $g=cf$ with $c>0$ leaves $R$ empty. The remaining case is $g=-cf$ with $c>0$, perfect nesting within $T$. When the plane $f=0$ cuts through $T$, or contains a face of $T$ with $f<0$ at the fourth vertex, a face of $R$ has $D=0$ and four zero nodes call for $\varphi'''(0)=-\infty$. For $g=-f+\eta$ with small $\eta>0$, $R=\{f<0\}$ and $D=\eta-2f$. With $\rho(t)$ the density of values of $f$,
$$\sum_iw_i=\int_{f_1}^0\frac{\rho(t)\,dt}{\eta-2t}=\frac{\rho(0)}2\ln\frac{\eta+2|f_1|}{\eta}+\int_{f_1}^0\frac{\rho(t)-\rho(0)}{\eta-2t}\,dt .$$
The last term stays bounded where $\rho(t)-\rho(0)=O(t)$. For the example $f$, with $t$ in eV and $-1\le t\le1$, the plane $f=t$ cuts the edges from $v_4$ at the fractions $(f_4-t)/(f_4-f_j)$ of their lengths, with $f_4-f_j=4,3,2$ eV. The corner $\{f>t\}$ therefore has the volume $(1-t)^3/24$ exactly. Minus its derivative at $t=0$ is $\rho(0)=3/24$ eV$^{-1}$, and the coefficient of $\ln(1/\eta)$ is $0.0625$ eV$^{-1}$, as the program finds. The divergence is exact for the interpolants and is not a failure of the decomposition; true bands that are perfectly nested, such as the half-filled nearest-neighbour square lattice at $\mathbf q=(\pi,\pi)$, give a divergent integral as well. The routine counts a node as zero when it lies below $10^{-14}$ of the largest node of its piece, and it stops with an error on four zero nodes. This test is not a guarantee: when one $|f_i|$ is small, rounding in $AD$ can leave a node above the threshold, and a finite number set by rounding is then returned. Exact nesting is more safely detected from the vertex values $f_i,g_i$ before cutting. Pieces with $|\det A|<10^{-13}$ are discarded, which removes slivers along the line $f=g=0$ that owe their volume to rounding.

Two successive cuts and closed-form kernel averages now give the weights for both Fermi steps, exactly for the linear interpolants, with the $1/D$ divergence confined to perfect nesting within a tetrahedron. What remains is to count the cases, test the decomposition, work through the example tetrahedron and apply the method to a free-electron mesh.

Numbers in the example were calculated in double precision.
